# Transit-time broadening in a Gaussian beam with curved wavefronts: a program that tests the result

```python
"""
Transit-time broadening of an atom crossing a Gaussian laser beam.

Result under test (FWHM in cyclic frequency, weak light):
    width = sqrt(2 ln 2)/pi * (v/w) * sqrt(1 + s^2),  s = pi w^2/(lambda |R|)
v: speed perpendicular to the beam axis; w: 1/e field radius at the crossing;
R: wavefront radius of curvature there; lambda: wavelength.
In a free Gaussian beam of waist w0 this equals sqrt(2 ln 2)/pi * v/w0.
The widths are checked by integrating the two-level Schroedinger equation
and by Fresnel propagation with direct quadrature.
"""
import cmath
import math
import numpy as np
from scipy.optimize import brentq

speed = 500.0          # m/s
radius = 1.0e-3        # m, 1/e field radius at the crossing
wavelength = 500e-9    # m
curvature = 5.0        # m, wavefront radius of curvature
k = 2 * math.pi / wavelength
coefficient = math.sqrt(2 * math.log(2)) / math.pi


def formula_width(R):
    s = 0.0 if math.isinf(R) else math.pi * radius**2 / (wavelength * abs(R))
    return coefficient * speed / radius * math.sqrt(1 + s * s)


def rabi_samples(R, offset, area, steps=4000):
    """Complex Rabi frequency at midpoints of equal time steps."""
    dt = 10 * radius / speed / steps
    t = (np.arange(steps) + 0.5) * dt - 5 * radius / speed
    r2 = (speed * t)**2 + offset**2
    peak = area * speed / (math.sqrt(math.pi) * radius)
    if math.isinf(R):
        phase = np.zeros(steps)
    else:
        phase = k * np.sign(R) * (np.sqrt(R * R + r2) - abs(R))
    return (peak * np.exp(-r2 / radius**2 + 1j * phase)).tolist(), dt


def excitation(detuning, samples, dt):
    """Upper-state probability after the transit, any field strength."""
    lower, upper = 1.0 + 0j, 0j
    for rabi in samples:
        general = math.sqrt(detuning**2 + abs(rabi)**2)
        c = math.cos(general * dt / 2)
        f = -1j * math.sin(general * dt / 2) / general
        lower, upper = (c * lower + f * (detuning * lower
                                         + rabi.conjugate() * upper),
                        c * upper + f * (rabi * lower - detuning * upper))
    return abs(upper)**2


def solved_width(R=math.inf, offset=0.0, area=0.02):
    """FWHM in Hz and resonant probability from the Schroedinger equation."""
    samples, dt = rabi_samples(R, offset, area)
    top = excitation(0.0, samples, dt)
    half = brentq(lambda d: excitation(d, samples, dt) - top / 2,
                  0.0, 10 * speed / radius, xtol=1.0)
    return 2 * half / (2 * math.pi), top


def close(a, b, tol):
    return abs(a / b - 1) < tol


# Flat and curved wavefronts, weak field; tolerance covers the time step
# and the finite pulse area.
flat, top_flat = solved_width()
curved, _ = solved_width(curvature)
converging, _ = solved_width(-curvature)
mild, _ = solved_width(20.0)
assert close(flat, formula_width(math.inf), 3e-4)
assert close(curved, formula_width(curvature), 3e-4)
assert close(converging, curved, 3e-4)
assert close(mild, formula_width(20.0), 3e-4)

# Path missing the axis: weaker signal, same width.
offset = 0.6 * radius
off_width, top_off = solved_width(curvature, offset)
_, top_on = solved_width(curvature)
assert close(off_width, curved, 3e-4)
assert close(top_off / top_on, math.exp(-2 * offset**2 / radius**2), 3e-4)

# Strong field: a pi pulse inverts the atom on resonance.
pi_width, pi_top = solved_width(area=math.pi)
assert abs(pi_top - 1) < 1e-6

# Curvature part as a Doppler difference between half-intensity points.
s = math.pi * radius**2 / (wavelength * curvature)
curvature_part = math.sqrt(2 * math.log(2)) * speed * radius / (
    wavelength * curvature)
x_half = brentq(lambda x: math.exp(-2 * x * x / radius**2) - 0.5, 0, radius)


def spherical_phase(x):
    return k * (math.hypot(curvature, x) - curvature)


h = 1e-5
slope = (spherical_phase(x_half + h) - spherical_phase(x_half - h)) / (2 * h)
doppler_spread = 2 * speed * slope / (2 * math.pi)
assert close(doppler_spread, curvature_part, 1e-5)
assert close(math.hypot(flat, doppler_spread), curved, 3e-4)

# Equivalent free Gaussian beam, tested by Fresnel quadrature from its waist.
waist = radius / math.sqrt(1 + s * s)
rayleigh = math.pi * waist**2 / wavelength
distance = s * rayleigh


def propagated(z):
    """Local radius, curvature radius and transit FWHM at distance z."""
    source = np.linspace(-5 * waist, 5 * waist, 1601)
    span = 5 * waist * math.sqrt(1 + (z / rayleigh)**2)
    x = np.linspace(-span, span, 1001)
    kernel = np.exp(1j * k * (x[:, None] - source[None, :])**2 / (2 * z))
    field = kernel @ np.exp(-source**2 / waist**2)
    intensity = np.abs(field)**2
    local = 2 * math.sqrt(np.sum(x**2 * intensity) / np.sum(intensity))
    m, n = 500, 10
    bend = cmath.phase(field[m + n] * field[m - n] / field[m]**2)
    R = k * (x[m + n] - x[m])**2 / bend
    t = x / speed

    def power(d):
        return abs(np.sum(field * np.exp(1j * d * t)))**2

    top = power(0.0)
    half = brentq(lambda d: power(d) - top / 2, 0, 10 * speed / waist,
                  xtol=1e-3)
    return local, R, half / math.pi


distances = [0.4 * distance, distance, 2 * distance]
beam = [propagated(z) for z in distances]
assert close(beam[1][0], radius, 1e-5)
assert close(beam[1][1], curvature, 1e-4)
for local, R, width in beam:
    assert close(width, coefficient * speed / waist, 1e-5)

# Curvature radius at which the line is one percent broader.
R_one_percent = math.pi * radius**2 / (wavelength * math.sqrt(1.01**2 - 1))
one_percent, _ = solved_width(R_one_percent)
assert abs(one_percent / flat - 1.01) < 3e-4

# Duration of the intensity pulse seen by the atom.
duration = 2 * x_half / speed
assert close(duration * flat, 2 * math.log(2) / math.pi, 3e-4)

print(f"speed v: {speed:.0f} m/s")
print(f"beam radius w at crossing: {radius*1e3:.3f} mm")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"wavefront radius R: {curvature:.1f} m")
print(f"coefficient sqrt(2 ln 2)/pi: {coefficient:.4f}")
print(f"angular coefficient 2 sqrt(2 ln 2): {2*math.pi*coefficient:.4f}")
print(f"v/w: {speed/radius:.4g} 1/s")
print(f"intensity pulse duration FWHM: {duration*1e6:.3f} us")
print(f"duration times flat width: {duration*flat:.4f}")
print(f"flat width, formula: {formula_width(math.inf)/1e3:.2f} kHz")
print(f"flat width, Schroedinger: {flat/1e3:.2f} kHz")
print(f"curvature parameter s: {s:.4f}")
print(f"factor sqrt(1+s^2): {math.sqrt(1+s*s):.4f}")
print(f"curvature part, formula: {curvature_part/1e3:.2f} kHz")
print(f"Doppler spread from phase: {doppler_spread/1e3:.2f} kHz")
print(f"total width, formula: {formula_width(curvature)/1e3:.2f} kHz")
print(f"total width, Schroedinger: {curved/1e3:.2f} kHz")
print(f"total width for R = -5 m: {converging/1e3:.2f} kHz")
print(f"total width for R = 20 m, solved: {mild/1e3:.2f} kHz")
print(f"off-axis path y/w: {offset/radius:.2f}")
print(f"off-axis width: {off_width/1e3:.2f} kHz")
print(f"off-axis/on-axis signal: {top_off/top_on:.4f}")
print(f"equivalent waist w0: {waist*1e3:.4f} mm")
print(f"Rayleigh length: {rayleigh:.3f} m")
print(f"distance from waist: {distance:.3f} m")
for z, (local, R, width) in zip(distances, beam):
    print(f"Fresnel z = {z:.3f} m: w = {local*1e3:.4f} mm, "
          f"R = {R:.3f} m, width = {width/1e3:.2f} kHz")
print(f"R for 1 percent broadening: {R_one_percent:.1f} m")
print(f"weak-field resonant probability: {top_flat:.3e}")
print(f"pi-pulse width / weak-field width: {pi_width/flat:.4f}")
print("all tests passed")
```

Printed output:

```
speed v: 500 m/s
beam radius w at crossing: 1.000 mm
wavelength: 500 nm
wavefront radius R: 5.0 m
coefficient sqrt(2 ln 2)/pi: 0.3748
angular coefficient 2 sqrt(2 ln 2): 2.3548
v/w: 5e+05 1/s
intensity pulse duration FWHM: 2.355 us
duration times flat width: 0.4413
flat width, formula: 187.39 kHz
flat width, Schroedinger: 187.39 kHz
curvature parameter s: 1.2566
factor sqrt(1+s^2): 1.6060
curvature part, formula: 235.48 kHz
Doppler spread from phase: 235.48 kHz
total width, formula: 300.94 kHz
total width, Schroedinger: 300.94 kHz
total width for R = -5 m: 300.94 kHz
total width for R = 20 m, solved: 196.42 kHz
off-axis path y/w: 0.60
off-axis width: 300.94 kHz
off-axis/on-axis signal: 0.4868
equivalent waist w0: 0.6227 mm
Rayleigh length: 2.436 m
distance from waist: 3.061 m
Fresnel z = 1.225 m: w = 0.6969 mm, R = 6.071 m, width = 300.94 kHz
Fresnel z = 3.061 m: w = 1.0000 mm, R = 5.000 m, width = 300.94 kHz
Fresnel z = 6.123 m: w = 1.6843 mm, R = 7.092 m, width = 300.94 kHz
R for 1 percent broadening: 44.3 m
weak-field resonant probability: 1.000e-04
pi-pulse width / weak-field width: 0.9455
all tests passed
```
